# Thermal Spreading Resistance of a Long Surface Heat Strip: a numerical check

```python
"""Thermal spreading resistance of a long surface strip.

Result under test: a strip of width w with uniform heat flux, on a substrate
of conductivity k whose top face is otherwise adiabatic, has width-averaged
resistance times length
    R' = B / (pi k),   B = ln(R/w) + 3/2,
when the half-cylinder of radius R is isothermal. A flat isothermal back face
at depth t gives the same law with R = 4t/pi.
B is called the bracket: pi*k*(temperature rise)/(power per length).
a = w/2 is the half-width and L the strip length.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import k0


def half_disc_numeric(radius_over_a):
    """Finite volumes in (ln r, angle) on a quarter disc; a = 1, k = 1.

    Power per length is pi, so temperatures are brackets.
    Returns the width-averaged and the centre temperature.
    """
    log_radius = np.log(radius_over_a)
    n_out = max(4, int(round(log_radius / 0.02)))
    hu = log_radius / n_out
    n_in = int(round(7.0 / hu))
    nu, nth = n_in + n_out, 80
    hth = 0.5 * np.pi / nth
    du = 2.0 * np.ones(nu)
    du[0], du[-1] = 1.0, 3.0       # adiabatic inside, isothermal outside
    dth = 2.0 * np.ones(nth)
    dth[0] = dth[-1] = 1.0         # prescribed flux enters as a source
    mat_u = diags([-np.ones(nu - 1), du, -np.ones(nu - 1)], [-1, 0, 1])
    mat_t = diags([-np.ones(nth - 1), dth, -np.ones(nth - 1)], [-1, 0, 1])
    matrix = (kron(mat_u, identity(nth)) * (hth / hu)
              + kron(identity(nu), mat_t) * (hu / hth))
    faces = np.exp(hu * (np.arange(n_in + 1) - n_in))
    faces[0] = 0.0                 # innermost cell takes the remaining heat
    widths = np.diff(faces)
    source = np.zeros((nu, nth))
    source[:n_in, 0] = 0.5 * np.pi * widths
    temp = spsolve(matrix.tocsc(), source.ravel()).reshape(nu, nth)
    surface = temp[:n_in, 0] + source[:n_in, 0] / hu * hth / 2
    return np.sum(surface * widths), np.mean(temp[0])


def slab_fourier(t_over_w, power):
    """Slab bracket by Fourier quadrature: power 2 = mean, 1 = centre."""
    edges = np.concatenate(([0.0], np.geomspace(1e-6, np.pi, 80),
                            np.pi * np.arange(2, 2002)))
    nodes, weights = np.polynomial.legendre.leggauss(16)
    half = 0.5 * np.diff(edges)[:, None]
    p = 0.5 * (edges[1:] + edges[:-1])[:, None] + half * nodes
    f = np.sinc(p / np.pi) ** power * np.tanh(2 * p * t_over_w) / p
    return np.sum(f * half * weights)


def isothermal_strip_numeric(w, t, n=300):
    """Solve for the unknown flux that makes the strip isothermal."""
    edges = -0.5 * w * np.cos(np.linspace(0, np.pi, n + 1))
    mid, h = 0.5 * (edges[1:] + edges[:-1]), np.diff(edges)

    def primitive(u):
        return u * np.log(np.abs(u)) - u

    log_part = (primitive(edges[None, 1:] - mid[:, None])
                - primitive(edges[None, :-1] - mid[:, None]))
    z = np.pi * np.abs(mid[:, None] - mid[None, :]) / (4 * t) + 1e-12
    matrix = -log_part - h * (np.log(np.pi / (4 * t))
                              + np.log(np.tanh(z) / z))
    flux = np.linalg.solve(matrix, np.ones(n))
    return 1.0 / np.sum(flux * h)


def finite_length_images(w, t, length, whole_strip):
    """Bracket of a finite strip on a slab from three-dimensional images."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    v, gv = 0.5 * (nodes + 1), 0.5 * weights
    s, gs = v**3, 3 * v**2 * gv     # clusters nodes at the log singularity
    n = np.arange(4001)[:, None]
    if whole_strip:                 # distance between two random points
        c = np.sqrt((w * s)**2 + (2 * n * t)**2)
        g = (np.arcsinh(length / c)
             - length / (np.sqrt(length**2 + c**2) + c))
        terms = g @ (2 * (1 - s) * gs)
    else:                           # observation point at the strip centre
        c = np.sqrt((0.5 * w * s)**2 + (2 * n * t)**2)
        terms = np.arcsinh(length / (2 * c)) @ gs
    factor = 2.0 * (-1.0) ** np.arange(4001)
    factor[0] = 1.0
    factor[-1] *= 0.5               # averages the last two partial sums
    return np.sum(factor * terms)


# Model parameters; lengths in micrometres
k = 100.0                           # W/(m K)
w, t, L = 1.0, 100.0, 1000.0
power_per_length = 2000.0           # W/m
R_eff = 4 * t / np.pi
unit = 1 / (np.pi * k)              # K m/W for bracket = 1

# Half-disc: wide boundary, then a close one where the image term matters
disc_mean, disc_centre = half_disc_numeric(20.0)
disc_formula = np.log(20.0 / 2) + 1.5
disc_centre_formula = np.log(20.0) + 1
assert abs(disc_mean - disc_formula) < 2e-3
assert abs(disc_centre - disc_centre_formula) < 4e-3
close_mean, close_centre = half_disc_numeric(1.25)
even = np.arange(2, 200, 2)
image_term = -np.sum(0.8 ** (2 * even) / (even * (even + 1.0)**2))
close_formula = np.log(1.25 / 2) + 1.5 + image_term
assert abs(close_mean - close_formula) < 2e-3
assert abs(close_centre - np.log(1.25) - 1) < 4e-3

# Flat isothermal back face
mean_formula = np.log(R_eff / w) + 1.5
centre_formula = np.log(2 * R_eff / w) + 1
mean_fourier = slab_fourier(t / w, 2)
centre_fourier = slab_fourier(t / w, 1)
assert abs(mean_fourier - mean_formula) < 1e-5
assert abs(centre_fourier - centre_formula) < 1e-5
doubling = slab_fourier(2 * t / w, 2) - mean_fourier
assert abs(doubling - np.log(2)) < 1e-5
thin_fourier = slab_fourier(1.0, 2)
thin_log = np.log(4 / np.pi) + 1.5
thin_correction = np.pi**2 / 288
# the next term of the expansion is about 0.002
assert abs(thin_fourier - thin_log - thin_correction) < 3e-3

# Isothermal strip
iso_formula = np.log(4 * R_eff / w)
iso_numeric = isothermal_strip_numeric(w, t)
assert abs(iso_numeric - iso_formula) < 2e-3
assert iso_numeric < mean_fourier

# Finite strip length
deficits = []
for ratio in (5.0, 10.0):
    numeric = centre_fourier - finite_length_images(w, t, ratio * t, False)
    predicted = 4 / np.pi * quad(k0, np.pi * ratio / 4, np.inf,
                                 epsabs=1e-12)[0]
    assert abs(numeric / predicted - 1) < 0.02
    deficits.append((ratio, numeric, predicted))
total_numeric = finite_length_images(w, t, L, True)
total_formula = mean_formula - t / L + w / (3 * L)
assert abs(total_numeric - total_formula) < 2e-5

print(f"conductivity k = {k:.0f} W/(m K)")
print(f"strip width w = {w:.0f} um")
print(f"substrate thickness t = {t:.0f} um")
print(f"strip length L = {L:.0f} um")
print(f"power per length P' = {power_per_length:.0f} W/m")
print(f"total power P = {power_per_length * L * 1e-6:.3f} W")
print(f"1/(pi k) = {unit:.6e} K m/W")
print(f"effective radius 4t/pi = {R_eff:.3f} um")
print("Half-disc, R/a = 20 (brackets, dimensionless)")
print(f"  mean: finite volume {disc_mean:.4f}, formula {disc_formula:.4f}")
print(f"  centre: finite volume {disc_centre:.4f}, "
      f"formula {disc_centre_formula:.4f}")
print("Half-disc, R/a = 1.25 (brackets, dimensionless)")
print(f"  mean: finite volume {close_mean:.4f}, formula {close_formula:.4f}")
print(f"  image term in formula = {image_term:.4f}")
print("Flat back face (brackets, dimensionless)")
print(f"  mean: Fourier {mean_fourier:.6f}, formula {mean_formula:.6f}")
print(f"  centre: Fourier {centre_fourier:.6f}, formula {centre_formula:.6f}")
print(f"  isothermal strip: solved {iso_numeric:.4f}, "
      f"formula {iso_formula:.4f}")
print(f"  increase on doubling t: Fourier {doubling:.6f}, "
      f"ln 2 = {np.log(2):.6f}")
print(f"  t = w: Fourier {thin_fourier:.4f}, log law {thin_log:.4f}, "
      f"leading correction {thin_correction:.4f}")
print("Resistance times length and temperature rise, long strip")
for name, bracket in (("mean", mean_formula), ("centre", centre_formula),
                      ("isothermal strip", iso_formula)):
    print(f"  {name}: {unit * bracket:.6f} K m/W, "
          f"{unit * bracket * power_per_length:.2f} K")
print(f"  added mean rise on doubling t = "
      f"{unit * doubling * power_per_length:.2f} K")
wrong = np.log(t / w) + 1.5
print(f"  relative error of mean if R = t is used = "
      f"{100 * (wrong / mean_formula - 1):.2f} %")
print("Finite length: deficit of centre bracket at mid-length")
for ratio, numeric, predicted in deficits:
    print(f"  L/t = {ratio:.0f}: images {numeric:.3e}, "
          f"slowest mode {predicted:.3e}")
print(f"Whole-strip mean bracket: images {total_numeric:.6f}, "
      f"formula {total_formula:.6f}")
R_long = unit * mean_formula / (L * 1e-6)
R_total = unit * total_formula / (L * 1e-6)
print(f"total resistance without end correction = {R_long:.3f} K/W")
print(f"total resistance with end correction = {R_total:.3f} K/W")
print(f"whole-strip mean rise with end correction = "
      f"{R_total * power_per_length * L * 1e-6:.2f} K")
print(f"relative end correction = {100 * (R_total / R_long - 1):.2f} %")
print("all tests passed")
```

Running it gives:

```
conductivity k = 100 W/(m K)
strip width w = 1 um
substrate thickness t = 100 um
strip length L = 1000 um
power per length P' = 2000 W/m
total power P = 2.000 W
1/(pi k) = 3.183099e-03 K m/W
effective radius 4t/pi = 127.324 um
Half-disc, R/a = 20 (brackets, dimensionless)
  mean: finite volume 3.8029, formula 3.8026
  centre: finite volume 3.9948, formula 3.9957
Half-disc, R/a = 1.25 (brackets, dimensionless)
  mean: finite volume 1.0056, formula 1.0053
  image term in formula = -0.0247
Flat back face (brackets, dimensionless)
  mean: Fourier 6.346738, formula 6.346735
  centre: Fourier 6.539884, formula 6.539882
  isothermal strip: solved 6.2330, formula 6.2330
  increase on doubling t: Fourier 0.693145, ln 2 = 0.693147
  t = w: Fourier 1.7740, log law 1.7416, leading correction 0.0343
Resistance times length and temperature rise, long strip
  mean: 0.020202 K m/W, 40.40 K
  centre: 0.020817 K m/W, 41.63 K
  isothermal strip: 0.019840 K m/W, 39.68 K
  added mean rise on doubling t = 4.41 K
  relative error of mean if R = t is used = -3.81 %
Finite length: deficit of centre bracket at mid-length
  L/t = 5: images 1.400e-02, slowest mode 1.400e-02
  L/t = 10: images 2.063e-04, slowest mode 2.062e-04
Whole-strip mean bracket: images 6.247071, formula 6.247068
total resistance without end correction = 20.202 K/W
total resistance with end correction = 19.885 K/W
whole-strip mean rise with end correction = 39.77 K
relative end correction = -1.57 %
all tests passed
```
